# The zigzag graphene edge as a dimerized chain

## Problem

A half-plane of graphene ends in a straight zigzag edge. Each carbon atom carries one $p_z$ orbital. Nearest neighbours are coupled by a hopping $-t$ with $t>0$, all site energies are equal and set to zero, and overlap between orbitals, spin and electron interaction are left out. The outermost atoms have two neighbours instead of three.

Let $d$ be the bond length, $a=\sqrt3\,d$ the period along the edge, and $k$ the Bloch wavenumber along the edge multiplied by $a$, so that $k$ is dimensionless and $0\le k<2\pi$ covers every case once.

(a) Show that at each $k$ the half-plane reduces to a semi-infinite chain with two alternating hoppings whose ratio is $2\cos(k/2)$.

(b) Find the values of $k$ at which a state is bound to the edge, and its energy.

## A tempting solution

Between the zigzag rows run bonds perpendicular to the edge. They involve no displacement along the edge, so their hopping stays $-t$ at every $k$. Within a zigzag row each atom has two neighbours, displaced by $\pm a/2$ along the edge, and the two Bloch phases add to

$$r=e^{ik/2}+e^{-ik/2}=2\cos(k/2).$$

The chain therefore alternates between $-t$ and $-tr$. It seems natural to take as unit cell the pair joined by the perpendicular bond, because that bond does not depend on $k$. Let cell $j=1,2,\dots$ have amplitude $u_j$ on its upper atom, nearer the edge, and $v_j$ on its lower atom. With $v_0=0$ at the boundary,

$$E\,u_j=-t\,(v_j+r\,v_{j-1}),\qquad E\,v_j=-t\,(u_j+r\,u_{j+1}).$$

At $E=0$ the first equation gives $v_1=0$, then $v_2=0$, and so on. The second gives $u_{j+1}=-u_j/r$, which decays into the sheet if $|r|>1$. Since $|2\cos(k/2)|>1$ for $k<2\pi/3$ and for $k>4\pi/3$, the edge states would fill these two ranges and be absent between them.

## Where it fails

The value $k=\pi$ exposes the error. There $r=0$: the two paths from a row's atoms to a common neighbour in that row cancel. An outermost atom of the zigzag edge has no bonds except those within its row. At $k=\pi$ the Bloch state on the outermost atoms is therefore coupled to nothing, and it is an edge state with $E=0$. The solution above says that no edge state exists at this $k$.

The hoppings $-t$ and $-tr$ are right, and so is the algebra. The fault is the assumption that the half-plane consists of whole cells of the chosen kind. In the chain above the first atom is attached by a perpendicular bond $-t$ and by nothing else. In the sheet this is an outermost atom with a single neighbour, which is a different edge, called bearded. The zigzag edge cuts through the chosen cell: its outermost atom is a lower atom whose upper partner is missing.

In an infinite chain the choice of cell is free. At an end, the order of the bonds is fixed by the termination, and here the first bond must be $-tr$.

## Solution

### Geometry and reduction to a chain

Let $x$ run along the edge and let the rows be numbered $n=1,2,\dots$ from the edge inwards. Row $n$ contains atoms $A_n$ and $B_n$, one of each per period. The $B_n$ atoms lie deeper than the $A_n$ atoms by $d/2$ and are shifted along $x$ by $a/2$. Their distance is

$$\sqrt{(a/2)^2+(d/2)^2}=\sqrt{\tfrac34d^2+\tfrac14d^2}=d,$$

so each $A_n$ has two neighbours $B_n$, at $x$-displacements $\pm a/2$. Straight below each $B_n$, at distance $d$, lies an atom $A_{n+1}$. The rows thus repeat at a spacing $d/2+d=3d/2$. An atom $A_1$ has no $B_0$ above it, which leaves it with two neighbours, as required.

For $M$ periods closed into a ring along $x$, define for each kind of atom $S=A_n$ or $B_n$ the Bloch sum

$$|S,k\rangle=\frac1{\sqrt M}\sum_{m=1}^{M}e^{ikx_m/a}\,|S,m\rangle ,$$

where $x_m$ is the true position of the $m$-th atom of that kind. The Hamiltonian is unchanged by a shift of $a$ along the edge, so sums with different $k$ do not mix. Within a row,

$$\langle A_n,k|H|B_n,k\rangle=\frac1M\sum_{m,m'}e^{ik(x_{m'}-x_m)/a}\,\langle A_n,m|H|B_n,m'\rangle .$$

For each of the $M$ values of $m$ there are two nonzero terms, with $x_{m'}-x_m=\pm a/2$. The factor $1/M$ cancels the sum over $m$, and

$$\langle A_n,k|H|B_n,k\rangle=-t\,(e^{ik/2}+e^{-ik/2})=-t\,r .$$

Between rows there is one neighbour, with zero displacement along $x$, so

$$\langle B_n,k|H|A_{n+1},k\rangle=-t .$$

The half-plane at fixed $k$ is the chain

$$A_1\;\overset{-tr}{\text{———}}\;B_1\;\overset{-t}{\text{———}}\;A_2\;\overset{-tr}{\text{———}}\;B_2\;\overset{-t}{\text{———}}\;\cdots$$

The ratio of the first hopping to the second is $r=2\cos(k/2)$, which answers part (a). No approximation was made beyond those that define the model.

Replacing $k$ by $k+2\pi$ changes $r$ to $-r$, although it must describe the same states. There is no conflict. The atoms sit at whole or half multiples of $a$ along $x$, and the replacement multiplies the Bloch sums on the half multiples by $-1$. A bond within a row joins one class to the other and changes sign; a perpendicular bond joins atoms of the same class and does not. Energies and weights therefore depend on $|r|$ alone.

### The state at zero energy

Let $a_n$ and $b_n$ be the amplitudes on $A_n$ and $B_n$; the indexed $a_n$ is not to be confused with the period $a$. With $b_0=0$ standing for the missing row, the eigenvalue equations for $n\ge1$ are

$$E\,a_n=-t\,(r\,b_n+b_{n-1}),\qquad E\,b_n=-t\,(r\,a_n+a_{n+1}).$$

Set $E=0$. The first equation becomes $r\,b_n=-b_{n-1}$. If $r\ne0$, then $b_0=0$ gives $b_1=0$, then $b_2=0$, and so on. If $r=0$, it says directly that $b_{n-1}=0$ for every $n$. In both cases the $B$ atoms are empty.

The second equation gives $a_{n+1}=-r\,a_n$, hence

$$a_n=a_1(-r)^{n-1}.$$

The norm is a geometric series,

$$\sum_{n=1}^\infty|a_n|^2=|a_1|^2\sum_{n=1}^\infty r^{2(n-1)}=\frac{|a_1|^2}{1-r^2},$$

which converges only for $|r|<1$. With unit norm and $a_1>0$,

$$a_n=\sqrt{1-r^2}\,(-r)^{n-1},\qquad b_n=0,\qquad E=0 .$$

The condition $|2\cos(k/2)|<1$ means $-\tfrac12<\cos(k/2)<\tfrac12$. For $0\le k/2<\pi$ the cosine decreases steadily, so this is $\pi/3<k/2<2\pi/3$, or

$$\frac{2\pi}{3}<k<\frac{4\pi}{3}.$$

The endpoints are excluded: there $|r|=1$, and the amplitude has the same size in every row. The modulus in the condition is needed because $r$ is negative beyond $k=\pi$.

In real space the result is a balance at each $B_n$ atom. Its two neighbours in the row send it a total amplitude proportional to $r\,a_n$, and the atom below must cancel this with $a_{n+1}=-r\,a_n$. If the two contributions from the row interfere destructively enough, a smaller amplitude suffices below, and the state fades into the sheet.

### No bound state at other energies

For $E\ne0$ the first chain equation gives $a_n=-(t/E)(r\,b_n+b_{n-1})$. Inserting this for $a_n$ and $a_{n+1}$ in the second and multiplying by $E$,

$$E^2b_n=t^2\left[r(r\,b_n+b_{n-1})+(r\,b_{n+1}+b_n)\right]$$

$$\phantom{E^2b_n}=t^2\left[(1+r^2)\,b_n+r\,(b_{n-1}+b_{n+1})\right],\qquad b_0=0 .$$

This is a uniform chain with a hard wall. Let $r\ne0$ and try $b_n=\lambda^n$:

$$\lambda+\frac1\lambda=\frac{E^2/t^2-1-r^2}{r}.$$

The two roots have product 1. If one has modulus below 1, the other grows, and a normalizable solution must be $b_n=C\lambda^n$. The wall demands $b_0=C=0$, so all $b_n$ vanish, and with them all $a_n$. If both roots have modulus 1, no combination of them decays (nor does the extra solution $n\lambda^n$ that appears when they coincide). Hence there is no bound state with $E\ne0$.

At $r=0$ the equation reads $E^2b_n=t^2b_n$. The chain has fallen into separate pairs $B_n$–$A_{n+1}$ with energies $\pm t$. These levels are the same for pairs at any depth and form bulk bands that happen to be flat in the direction into the sheet; they are not edge states.

This completes part (b): one edge state for each $k$ with $2\pi/3<k<4\pi/3$, none elsewhere, and $E=0$ throughout the interval. Because the energy does not vary with $k$, the edge band is flat. The interval is one third of the zone, so there is one such orbital for every three periods of edge.

### The gap and the depth of the state

Deep in the sheet $\lambda=e^{iq}$ with real $q$, and the same equation gives the bulk bands

$$E^2=t^2(1+r^2+2r\cos q).$$

As $\cos q$ runs from $-1$ to $1$, $|E|$ covers the range from $t\,\big|1-|r|\big|$ to $t(1+|r|)$. The gap around zero closes at $|r|=1$, which is where the edge band begins and ends. These are the projections of the Dirac points of graphene on the edge direction. A gap alone does not decide the matter: it is open on both sides of $k=2\pi/3$, but only one side has the edge state.

Writing $|a_n|\propto|r|^{n-1}$ as $e^{-(n-1)(3d/2)/\ell}$ defines the decay length of the amplitude,

$$\ell=\frac{3d/2}{\big|\ln|r|\big|}.$$

Near $k=\pi$ it tends to zero and the state sits on the outermost atoms. Near the lower endpoint put $k=2\pi/3+\kappa$ with small $\kappa>0$. Since $dr/dk=-\sin(k/2)=-\sqrt3/2$ there, $r\approx1-\sqrt3\,\kappa/2$ and $|\ln r|\approx\sqrt3\,\kappa/2$. To leading order

$$\ell\approx\frac{3d/2}{\sqrt3\,\kappa/2}=\frac{\sqrt3\,d}{\kappa}=\frac a\kappa .$$

To this order the inverse decay length equals the distance $\kappa/a$ in wavenumber from the projected Dirac point.

### What the tempting solution describes

Its recurrence $u_{j+1}=-u_j/r$ is correct for the bearded edge, whose outermost atoms have one neighbour. That edge has zero-energy states for $|r|>1$, the part of the zone that the zigzag edge leaves empty. The bulk is the same in both cases; the first bond of the chain differs. The rule for both edges is that a zero-energy state exists when the first bond is the weaker one.

## Worked numbers

Take the round model values $t=3$ eV and $d=1.4$ Å. Then $a=\sqrt3\times1.4=2.425$ Å, the rows are $1.5\times1.4=2.1$ Å apart, and the edge states occupy wavenumbers from $2\pi/(3a)=0.864$ to $4\pi/(3a)=1.727$ Å$^{-1}$.

At $k=0.8\pi$ the ratio is $r=2\cos(0.4\pi)=0.618$. The weight on the edge row is $1-r^2=1-0.382=0.618$, and each further row carries $r^2=0.382$ times the one before: $0.236$, $0.090$, $0.034$. That the first weight equals $r$ is a peculiarity of this $k$. The coefficients $a_n$ alternate in sign because $r>0$ here. This sign belongs to the phase convention of the Bloch sums: labelled by $k+2\pi$, the same state has $a_{n+1}/a_n=+0.618$. The bulk bands begin at $3\times(1-0.618)=1.146$ eV, and $\ell=2.1/|\ln0.618|=4.36$ Å.

At $k=0.7\pi$, close to the endpoint, $r=0.908$. The edge row holds only $0.176$ of the weight, and $\ell=21.8$ Å. The leading-order estimate $a/\kappa$, with $\kappa=\pi/30=0.105$, gives about 23 Å, some 6% above the full formula.

The reduction was tested on a ring of 192 atoms whose bonds were found from interatomic distances alone: its levels agree with those of the chains to $2\times10^{-14}$ eV. In a ribbon of 200 rows, which has two zigzag edges, there are two zero modes at $k=0.70\pi$ and none at $k=0.66\pi$, on either side of $2\pi/3$. The same change appears between $1.30\pi$ and $1.34\pi$. The numerical output lists these cases.

## Two limits of the result

### A ribbon of finite width

In a ribbon of $N$ rows the last atoms $B_N$ form a second zigzag edge. Its state lives on the $B$ atoms, with $b_n=c\,(-r)^{N-n}$ and $c=\sqrt{1-r^2}$. The state of the first edge, cut off after row $N$, is $a_n=c\,(-r)^{n-1}$; for $|r|^N\ll1$ both norms are 1 up to terms of order $r^{2N}$.

Acting on the first state, $H$ gives zero on every $B_n$ with $n<N$. On $B_N$ the cancelling partner $A_{N+1}$ is missing, and what remains is

$$-t\,r\,a_N=-t\,r\,c\,(-r)^{N-1}=t\,c\,(-r)^N .$$

The overlap with the second state, whose amplitude on $B_N$ is $c$, is $t(1-r^2)(-r)^N$. Each state lies on one sublattice, and $H$ connects only different sublattices, so the diagonal elements vanish. The two-state problem gives

$$E\approx\pm\,t\,(1-r^2)\,|r|^N .$$

This holds at leading order in $|r|^N$, when the coupling is small compared with the gap; it fails close to the endpoints. For $N=20$ and $k=0.8\pi$ it gives $3\times0.61803\times0.61803^{20}=1.23\times10^{-4}$ eV, and diagonalization gives the same value. The flat band at exactly zero energy thus belongs to the half-plane.

### Hopping to second neighbours

Add a hopping $-t'$ between second neighbours, which are a distance $a$ apart and belong to the same sublattice. An atom $A_n$ has two in its own row, at $x$-displacements $\pm a$, and two in each adjacent row, at $\pm a/2$. The Bloch sums give a diagonal element $-2t'\cos k$ and a coupling $-t'r$ between $A_n$ and $A_{n+1}$. To first order in $t'$ the energy is the mean value in the edge state,

$$E_1=-t'\left[2\cos k\sum_n a_n^2+2r\sum_n a_na_{n+1}\right].$$

The first sum is 1. In the second, $a_{n+1}=-r\,a_n$ gives $-r$. With $r^2=4\cos^2(k/2)=2+2\cos k$,

$$E_1=-t'\left[2\cos k-2r^2\right]=-t'\left[2\cos k-4-4\cos k\right]=t'(4+2\cos k).$$

The band is no longer flat. It falls from $3t'$ near the endpoints to $2t'$ at $k=\pi$. For $t'=0.1$ eV the formula gives $0.282$ eV at $k=0.7\pi$ and $0.200$ eV at $k=\pi$.

Diagonalization of the 200-row ribbon reproduces the first-order values to all four printed decimals, although $t'^2/t=0.003$ eV would be a natural size for a second-order correction. That correction vanishes for a reason. Reversing the amplitudes on all $B$ atoms turns a bulk state of energy $E_m$ into one of energy $-E_m$ with the same $A$ amplitudes. The edge state lives on $A$ atoms, and the added hopping keeps it there, so both bulk states couple to it equally. Their second-order contributions, proportional to $1/(0-E_m)$ and $1/(0+E_m)$, cancel. This argument says nothing about higher orders, but a direct solution shows that they vanish too.

Let $H_0$ be the nearest-neighbour Hamiltonian. Away from the edge $H_0^2/t^2$ has diagonal elements $1+r^2=3+2\cos k$ and couples $A_n$ to $A_{n+1}$, and $B_n$ to $B_{n+1}$, by $r$. The added hopping is therefore $-t'(H_0^2/t^2-3)$ there. A solution $a_n=\lambda^n$, $b_n=\beta\lambda^n$ of the nearest-neighbour equations with energy $\varepsilon$ then solves the full equations with $E=\varepsilon-t'(\varepsilon^2/t^2-3)$. For given $E$ this has two roots, with $\varepsilon_1+\varepsilon_2=t^2/t'$ and $\varepsilon_1\varepsilon_2=t^2(E-3t')/t'$.

The terms missing in row 1 are $-t\,b_0-t'r\,a_0$ on $A_1$ and $-t'r\,b_0$ on $B_1$. For $r\ne0$ the edge thus demands $a_0=b_0=0$, which is met by the difference of the two solutions if they share the same $\beta$. The nearest-neighbour equations read $\varepsilon\beta=-t(r+\lambda)$ and $\varepsilon=-t\beta(r+1/\lambda)$. Eliminating $\lambda$ gives

$$\frac{\varepsilon^2}{t^2}+r\left(\beta+\frac1\beta\right)\frac{\varepsilon}{t}+r^2-1=0 ,$$

and both $\varepsilon_1$ and $\varepsilon_2$ must satisfy it. Its roots have the product $t^2(r^2-1)$. Equating the two products gives $E=t'(2+r^2)=t'(4+2\cos k)$ with no expansion in $t'$. Equating the sums gives $r(\beta+1/\beta)=-t/t'$. For $t'\ll t$ the small root $\beta\approx-rt'/t$ yields $\lambda_1\approx-r$ and $\lambda_2\approx rt'^2/t^2$, and both decay when $|r|<1$. For $\lambda_1$ this needs the next term: $\lambda_1=-r-\varepsilon_1\beta/t$ with $\varepsilon_1\approx t'(r^2-1)$ gives $|\lambda_1|\approx|r|\,[1+(1-r^2)\,t'^2/t^2]$, which stays below 1 for $|r|<1$. At $|r|=1$ the product of the roots vanishes, so $\varepsilon_1=0$ and $\lambda_1=-r$ exactly. At $r=0$ the atom $A_1$ is decoupled and has $E=2t'$ directly. The first-order formula is thus the exact edge energy for small $t'/t$.

Second-neighbour hopping therefore bends the band. In the nearest-neighbour model, site energies on the $B$ atoms alone leave the edge state untouched, since $b_n=0$, and a shift common to all $A$ atoms moves the flat band rigidly. Unequal energies among the $A$ rows bend it; the state then gains some amplitude on the $B$ atoms, whose energies enter beyond first order. A shift $U$ of the outermost atoms' site energy, for example, changes the edge energy to first order by $U a_1^2=U(1-r^2)$, which also varies with $k$. Electron interaction, omitted here, may matter for a band this narrow; the present model cannot say how. It also assumes an ideal edge with the same bonds and hoppings as the bulk, and it contains no in-plane orbitals, so it says nothing about how a real edge is saturated or rearranged.

## Calculated quantities

```
hopping t = 3.00 eV
second-neighbour hopping t2 = 0.10 eV
bond length d = 1.40 angstrom
edge period a = 2.4249 angstrom
row spacing = 2.10 angstrom
edge-state interval starts at 0.8637 1/angstrom
edge-state interval ends at 1.7274 1/angstrom
real-space ring: 12 cells, 8 rows, 192 atoms
largest level difference, ring vs chains = 2.1e-14 eV
wide ribbon: 200 rows; zero modes counted for both edges
k/pi = 0.30: r =  1.7820, zero modes = 0, lowest other |E| = 2.3469 eV
k/pi = 0.66: r =  1.0181, zero modes = 0, lowest other |E| = 0.0663 eV
k/pi = 0.70: r =  0.9080, zero modes = 2, lowest other |E| = 0.2801 eV
k/pi = 0.85: r =  0.4669, zero modes = 2, lowest other |E| = 1.5997 eV
k/pi = 1.00: r =  0.0000, zero modes = 2, lowest other |E| = 3.0000 eV
k/pi = 1.15: r = -0.4669, zero modes = 2, lowest other |E| = 1.5997 eV
k/pi = 1.30: r = -0.9080, zero modes = 2, lowest other |E| = 0.2801 eV
k/pi = 1.34: r = -1.0181, zero modes = 0, lowest other |E| = 0.0663 eV
k/pi = 1.60: r = -1.6180, zero modes = 0, lowest other |E| = 1.8550 eV
k/pi = 0.70: edge-row weight = 0.1756, amplitude decay length = 21.754 angstrom
k/pi = 0.80: edge-row weight = 0.6180, amplitude decay length = 4.364 angstrom
k/pi = 0.80: weights on A atoms of rows 1-4 = 0.6180, 0.2361, 0.0902, 0.0344
k/pi = 0.80: amplitude ratio row 2 / row 1 = -0.6180
k/pi = 0.80: bulk band edge t(1-|r|) = 1.1459 eV
k/pi = 0.90: edge-row weight = 0.9021, amplitude decay length = 1.807 angstrom
k/pi = 1.20: edge-row weight = 0.6180, amplitude decay length = 4.364 angstrom
20-row ribbon, k/pi = 0.80: edge levels at +/- 1.2257e-04 eV (diagonalization)
20-row ribbon, k/pi = 0.80: edge levels at +/- 1.2257e-04 eV (formula)
with t2, k/pi = 0.70: edge energy = 0.2824 eV, first order = 0.2824 eV
with t2, k/pi = 0.80: edge energy = 0.2382 eV, first order = 0.2382 eV
with t2, k/pi = 0.90: edge energy = 0.2098 eV, first order = 0.2098 eV
with t2, k/pi = 1.00: edge energy = 0.2000 eV, first order = 0.2000 eV
```
